\section*{Why Black's Current Exponent Moves Between Two and One}

Q: I extrapolate electromigration tests with Black's equation,
\begin{equation}
t_f=C\,j^{-n}\exp\!\left(\frac{E_a}{kT}\right),
\end{equation}
and I fix $n=2$. Diffusion theory gives a square law, so a fit that returns 1.2 must be suffering from scatter. Why should I let $n$ float?

A: Which time does your square law describe?

Q: The time for tension at the cathode end to reach the value that opens a void. The line has failed then.

A: It has a void then. If failure means a set rise in resistance, the void must still grow to some length $L_c$. Let us calculate both times and see what their total does.

\section*{The time to open a void}

Q: Start with the square law, so that I can see what it assumes.

A: Let $x$ run from the cathode end into the line, along the electron flow, and count tension $\sigma$ as positive. The electron wind pushes an atom with force $eZ\rho j$, where $Z$ is the magnitude of the effective charge and $\rho$ the resistivity. An atom of volume $\Omega$ has a chemical potential lower by $\Omega\sigma$ under tension, so it also feels a force $\Omega\,\partial\sigma/\partial x$. With mobility $D/kT$ the drift speed is
\begin{equation}
u=\frac{D}{kT}\left(eZ\rho j+\Omega\frac{\partial\sigma}{\partial x}\right)
=\frac{\kappa}{B}\left(G+\frac{\partial\sigma}{\partial x}\right),
\end{equation}
where
\begin{equation}
G=\frac{eZ\rho j}{\Omega},\qquad \kappa=\frac{DB\Omega}{kT}.
\end{equation}
Here $B$ is the effective modulus of the confined metal. Where more atoms leave than arrive, tension rises: $\partial\sigma/\partial t=B\,\partial u/\partial x$. Since $G$ is uniform,
\begin{equation}
\frac{\partial\sigma}{\partial t}=\kappa\frac{\partial^2\sigma}{\partial x^2}.
\end{equation}
I hold $T,D,B,\rho$ and $Z$ fixed while $j$ changes, start without stress, and take the line as very long.

Q: And atoms cannot enter at the cathode end.

A: So $u(0)=0$, which means $\partial\sigma/\partial x=-G$ there. The area under the stress profile then grows at the rate
\begin{equation}
\frac{d}{dt}\int_0^\infty\sigma\,dx=-\kappa\left.\frac{\partial\sigma}{\partial x}\right|_0=\kappa G .
\end{equation}
A unit of area released at a blocked wall spreads, after time $\tau$, into $e^{-x^2/4\kappa\tau}/\sqrt{\pi\kappa\tau}$. Adding the releases of all ages gives
\begin{equation}
\sigma(x,t)=\kappa G\int_0^t\frac{e^{-x^2/4\kappa\tau}}{\sqrt{\pi\kappa\tau}}\,d\tau,
\qquad
\sigma(0,t)=2G\sqrt{\frac{\kappa t}{\pi}} .
\label{profile}
\end{equation}
Setting the end stress equal to the critical tension $\sigma_c$ and squaring,
\begin{equation}
t_n=\frac{\pi\sigma_c^2}{4\kappa G^2}\propto j^{-2}.
\end{equation}
That is your square law. It belongs to nucleation.

\section*{Adding the growth time}

Q: How does growth depend on current?

A: Far from the stressed region atoms drift at $v=\kappa G/B$, proportional to $j$. If the void fills the cross-section, while a conducting liner carries the current past it, and lengthens at this speed, growth takes $L_c/v\propto j^{-1}$. The simplest total is
\begin{equation}
t_{\rm sum}=t_n+\frac{L_c}{v}.
\end{equation}
Define the local exponent as $n=-d\ln t_f/d\ln j$. For the sum, $-j\,dt_{\rm sum}/dj=2t_n+L_c/v$, so
\begin{equation}
n_{\rm sum}=\frac{2t_n+L_c/v}{t_n+L_c/v}=1+\frac{t_n}{t_n+L_c/v}.
\end{equation}

Q: Then the exponent measures the fraction of life spent on nucleation: two if it is all nucleation, one if it is all growth.

A: For this sum, yes. But the sum forgets something. What happens to the tension in the metal when the void opens?

Q: The void surface is free, so the stress there drops to zero. The metal behind it is still stretched.

A: And it relaxes by sending atoms away from the void, which lengthens it. So growth starts faster than $v$.

\section*{The void fed by stored tension}

Q: Can that extra length be calculated, or is it a fitted correction?

A: It can be calculated. Let $s$ be the time since nucleation. The void lengthens at the speed with which atoms leave its surface:
\begin{equation}
L(s)=\int_0^s u(0)\,ds'=vs+\frac{1}{B}\int_0^s\kappa\left.\frac{\partial\sigma}{\partial x}\right|_0ds'
=vs+\frac{R(s)}{B}.
\end{equation}
By the diffusion equation, $R(s)$ is the area that the stress profile has lost through $x=0$. I neglect the void's length beside the width of the stressed region, which is of order $\sqrt{\kappa t_f}$ at failure, so the boundary stays at $x=0$.

With $\sigma(0)=0$, a unit of area that starts at $y$ evolves as a Gaussian centred at $y$ minus its mirror image at $-y$. Its integral over $x>0$ is ${\rm erf}(y/2\sqrt{\kappa s})$, so the part lost is ${\rm erfc}(y/2\sqrt{\kappa s})$. Weighting this with the profile (\ref{profile}) at $t_n$,
\begin{equation}
R=\kappa G\int_0^{t_n}\!d\tau\int_0^\infty\!dy\,
\frac{e^{-y^2/4\kappa\tau}}{\sqrt{\pi\kappa\tau}}\,
{\rm erfc}\!\left(\frac{y}{2\sqrt{\kappa s}}\right).
\end{equation}
Put $y=2\sqrt{\kappa\tau}\,z$ and $a=\sqrt{\tau/s}$. The inner integral becomes
\begin{equation}
\frac{2}{\sqrt\pi}\int_0^\infty e^{-z^2}\left[1-{\rm erf}(az)\right]dz .
\end{equation}
Let $I(a)=\int_0^\infty e^{-z^2}{\rm erf}(az)\,dz$. Then $I(0)=0$ and
\begin{equation}
I'(a)=\frac{2}{\sqrt\pi}\int_0^\infty z\,e^{-(1+a^2)z^2}dz=\frac{1}{\sqrt\pi(1+a^2)},
\end{equation}
so $I=\arctan(a)/\sqrt\pi$. The inner integral is therefore $1-(2/\pi)\arctan a=(2/\pi)\arctan\sqrt{s/\tau}$.

Q: That leaves the integral over $\tau$.

A: Integrate by parts, using $d\arctan\sqrt{s/\tau}/d\tau=-\sqrt s/[2\sqrt\tau(\tau+s)]$, and then set $\tau=w^2$:
\begin{align}
\int_0^{t_n}\!\arctan\sqrt{\frac{s}{\tau}}\,d\tau
&=t_n\arctan\sqrt{\frac{s}{t_n}}+\frac{\sqrt s}{2}\int_0^{t_n}\frac{\sqrt\tau\,d\tau}{\tau+s}\nonumber\\
&=t_n\arctan\sqrt{\frac{s}{t_n}}+\sqrt s\int_0^{\sqrt{t_n}}\frac{w^2\,dw}{w^2+s}\nonumber\\
&=t_n\arctan\sqrt{\frac{s}{t_n}}+\sqrt{st_n}-s\arctan\sqrt{\frac{t_n}{s}} .
\end{align}
Multiply by $2\kappa G/(\pi B)=2v/\pi$ and add $vs$. Because $\arctan\sqrt{t_n/s}=\pi/2-\arctan\sqrt{s/t_n}$, the last term contributes $-vs+(2v/\pi)s\arctan\sqrt{s/t_n}$. The terms $\pm vs$ cancel, leaving
\begin{equation}
L(s)=\frac{2v}{\pi}\left[(t_n+s)\arctan\sqrt{\frac{s}{t_n}}+\sqrt{st_n}\right].
\label{length}
\end{equation}

Q: How wrong can the simple sum be?

A: The area stored at nucleation is $\kappa Gt_n$, so $0<R/B<vt_n$. At failure this means $vs<L_c<v(s+t_n)$. With $t_f=t_n+s$,
\begin{equation}
\max\!\left(t_n,\frac{L_c}{v}\right)<t_f<t_n+\frac{L_c}{v}.
\end{equation}
The sum always overestimates life in this model. A numerical search puts the largest ratio of sum to life at 1.36, where $s/t_n\approx0.41$.

\section*{The exponent}

Q: Does the exponent still stay between one and two?

A: Write $r=s/t_n$ and divide (\ref{length}) by $vt_n$. Failure occurs when
\begin{equation}
\Lambda\equiv\frac{L_c}{vt_n}=\frac{4BGL_c}{\pi\sigma_c^2}
=\frac2\pi\left[(1+r)\arctan\sqrt r+\sqrt r\right].
\label{lambda}
\end{equation}
So $\Lambda\propto j$. Since $t_f=t_n(1+r)$ and $t_n\propto j^{-2}$,
\begin{equation}
n=2-\frac{d\ln(1+r)}{d\ln\Lambda}=2-\frac{\Lambda}{(1+r)\,d\Lambda/dr}.
\end{equation}
In the derivative of (\ref{lambda}), $(1+r)$ times the slope of $\arctan\sqrt r$ is $1/(2\sqrt r)$, and $\sqrt r$ gives the same again:
\begin{equation}
\frac{d\Lambda}{dr}=\frac2\pi\left(\arctan\sqrt r+\frac1{\sqrt r}\right).
\end{equation}
Hence
\begin{align}
n&=2-\frac{\arctan\sqrt r+\sqrt r/(1+r)}{\arctan\sqrt r+1/\sqrt r}\nonumber\\
&=1+\frac{1/\sqrt r-\sqrt r/(1+r)}{\arctan\sqrt r+1/\sqrt r}\nonumber\\
&=1+\frac{1}{(1+r)\left(1+\sqrt r\arctan\sqrt r\right)} .
\label{n}
\end{align}
The last line uses $1/\sqrt r-\sqrt r/(1+r)=1/[\sqrt r(1+r)]$. Both factors in the denominator rise from one without limit as $r$ grows, and $r$ grows with $j$. So $n$ falls steadily from two to one as current rises.

Q: Is $n-1$ still the nucleation fraction?

A: No. That fraction is $t_n/t_f=1/(1+r)$, and (\ref{n}) has a second factor. The limits show why. For small $r$, (\ref{lambda}) gives $\Lambda\approx4\sqrt r/\pi$, so
\begin{equation}
n\approx2-2r\approx2-\frac{\pi^2\Lambda^2}{8},
\end{equation}
whereas the sum gives $2-\Lambda$. The early release makes growth brief, and the square law survives to higher current. For large $r$,
\begin{equation}
n\approx1+\frac{2}{\pi r^{3/2}},
\end{equation}
whereas the sum gives about $1+1/\Lambda$. Here nearly all the stored tension has passed into the void, $L\approx v(s+t_n)=vt_f$, and life tends to $L_c/v$. The nucleation time has been repaid.

\section*{Numbers for a long line}

Q: Show me where a test would fall.

A: Take a 1 mm line at 573 K with $\rho=3\times10^{-8}\ \Omega\,$m, $\Omega=1.2\times10^{-29}$ m$^3$, $Z=1$, $B=30$ GPa, $\sigma_c=100$ MPa, $D=10^{-16}$ m$^2$/s and $L_c=0.1\ \mu$m. Then $\kappa=4.551\times10^{-15}$ m$^2$/s. At 1 MA/cm$^2$, $G=4.005\times10^{12}$ Pa/m and $v=6.076\times10^{-13}$ m/s, so
\begin{align}
t_n&=\frac{\pi(10^8)^2}{4(4.551\times10^{-15})(4.005\times10^{12})^2}\ {\rm s}=29.9\ {\rm h},\\
\frac{L_c}{v}&=\frac{10^{-7}}{6.076\times10^{-13}}\ {\rm s}=45.7\ {\rm h}.
\end{align}
Their ratio is $\Lambda=1.53$. Equation (\ref{lambda}) then gives $r=0.907$, and $t_f=29.9\times1.907=57.0$ h, against 75.6 h from the sum. Stored tension supplies 41\% of the critical void. The nucleation fraction is $29.9/57.0=0.52$, yet $n-1=0.30$.

\begin{center}
\begin{tabular}{cccccc}
$j$ (MA/cm$^2$) & $t_n$ (h) & $L_c/v$ (h) & $t_f$ (h) & $n$ & $n_{\rm sum}$\\
0.2 & 747 & 229 & 789 & 1.90 & 1.77\\
0.5 & 120 & 91.4 & 156 & 1.60 & 1.57\\
1 & 29.9 & 45.7 & 57.0 & 1.30 & 1.40\\
2 & 7.47 & 22.9 & 24.8 & 1.12 & 1.25\\
4 & 1.87 & 11.4 & 11.8 & 1.04 & 1.14
\end{tabular}
\end{center}

A separate numerical solution of the stress equation in the full 1 mm line, with both ends blocked until the void opens, was tested at these five currents. It agrees with the derived lives within 0.5\% and with the exponents within 0.01. The long-line assumption is sound here: even at 0.2 MA/cm$^2$ the diffusion length $\sqrt{\kappa t_f}$ is 114 $\mu$m.

Q: Would a faster diffusion path change the exponent?

A: Not in this model, because $D$ cancels from $\Lambda$: both times shrink together. Raising $D$ tenfold in the numerical line leaves $n=1.304$ at 1 MA/cm$^2$. A change in $\sigma_c$, $L_c$, $B$ or $Z\rho$ does move it.

\section*{What a fit returns}

Q: My fit gives one number over a range of currents. Which $n$ is it?

A: A weighted average. Let $x_i=\ln j_i$, with mean $\bar x$. For noise-free lives, $\ln t_i=\ln t_1-\int_{x_1}^{x_i}n\,dx$, where $x_1$ is the lowest. The least-squares exponent is
\begin{equation}
n_{\rm fit}=-\frac{\sum_i(x_i-\bar x)\ln t_i}{\sum_i(x_i-\bar x)^2}
=\frac{\int n(x)W(x)\,dx}{\int W(x)\,dx},
\end{equation}
with $W(x)=\sum_{x_i>x}(x_i-\bar x)$. The denominators agree because $\int W\,dx=\sum_i(x_i-\bar x)(x_i-x_1)=\sum_i(x_i-\bar x)^2$. For $x\ge\bar x$ every term in $W$ is positive. For $x<\bar x$, $W$ is minus the sum of the remaining terms, which are negative. So $W\ge0$, and $n_{\rm fit}$ lies within the range of $n$ over the test window. Scatter can push a real fit outside it.

For tests at 1, 2 and 4 MA/cm$^2$ the middle point has $x_i=\bar x$ and drops out of the slope:
\begin{equation}
n_{\rm fit}=\frac{\ln(56.98/11.76)}{\ln4}=1.138 .
\end{equation}

Q: So a fit of 1.14 needs no scatter at all. But if $n$ returns towards two at low current, fixing it at two should still be the better forecast.

A: Try it at 0.2 MA/cm$^2$, at the same temperature. The geometric mean of the three lives is 25.5 h, and it belongs to 2 MA/cm$^2$, ten times the target current. The forecasts are
\begin{align}
n=2:&\quad 25.5\times10^{2}\approx2550\ {\rm h},\\
n=1.138:&\quad 25.5\times10^{1.138}\approx351\ {\rm h}.
\end{align}
The model line lives 789 h. Fixing two overestimates life by a factor of 3.2, and the fitted exponent gives 0.44 of it. Two is nearly right \emph{at} the low current, but the extrapolation has to cross the whole range where $n$ is smaller.

Q: Are those directions an accident of the numbers?

A: No, given (\ref{n}) and noise-free data. Between each test and the lower current $n<2$, so a slope of two climbs too far. For the fit, $\ln t_f$ is convex in $\ln j$, because its slope $-n$ rises with $j$. Least-squares residuals sum to zero and are orthogonal to $x$, so they change sign at least twice. A convex curve crosses a straight line at most twice. Both crossings therefore lie inside the window, and outside it the true curve is above the fitted line.

Q: Then I could fit $A/j^2+B'/j$ and be safe from both errors.

A: It does better but still falls short: fitted to the same three lives with relative errors weighted equally, it forecasts 551 h, or 0.70 of the model life. The reason is the repaid nucleation time. At 4 MA/cm$^2$ life exceeds $L_c/v$ by 0.33 h, although $t_n$ is 1.87 h. At 0.2 MA/cm$^2$ the excess is 560 h out of 747 h. The share of $t_n$ that appears in the life changes with current, so no constant $A$ represents it.

\section*{Exponents outside the interval}

Q: Could I at least reject any fitted value above two or below one?

A: Not without checking the assumptions. First take a short line of length $\ell$ with both ends blocked. Its steady state has $u=0$, hence $\partial\sigma/\partial x=-G$, and its mean stress stays zero because no atoms leave. The end tension therefore stops at $G\ell/2$. Nucleation requires
\begin{equation}
j\ell>\frac{2\sigma_c\Omega}{eZ\rho},
\end{equation}
which is $\ell>49.9\ \mu$m at 1 MA/cm$^2$. Just above the threshold the end stress approaches its limit as $G\ell(1/2-ce^{-t/t_0})$, where $t_0=\ell^2/\pi^2\kappa$ is the slowest relaxation time and $c$ a pure number. With $q=\sigma_c/G\ell$,
\begin{equation}
t_n=t_0\ln\frac{c}{1/2-q},\qquad
-\frac{d\ln t_n}{d\ln j}=\frac{t_0}{t_n}\,\frac{q}{1/2-q},
\end{equation}
since $dq/d\ln j=-q$. This diverges as $q\to1/2$. For a 55 $\mu$m line at 1 MA/cm$^2$ the numerical solution gives an exponent of 4.5 for nucleation and 3.0 for the whole life.

Q: And below one?

A: Start with a void already present and a uniform tension $\sigma_T$ in a long line. The released area is now $\sigma_T\int_0^\infty{\rm erfc}(y/2\sqrt{\kappa s})\,dy=2\sigma_T\sqrt{\kappa s/\pi}$, so
\begin{equation}
L=vs+b\sqrt s,\qquad b=\frac{2\sigma_T}{B}\sqrt{\frac{\kappa}{\pi}} .
\end{equation}
The second term does not depend on current. At fixed $L=L_c$, $vs\,(d\ln j+d\ln s)+\tfrac12b\sqrt s\,d\ln s=0$, which gives
\begin{equation}
n=\frac{vs}{vs+\frac12b\sqrt s}<1 .
\end{equation}
With $\sigma_T=100$ MPa and 1 MA/cm$^2$, failure comes at 17.0 h with $n=0.54$.

Q: How close is any of this to a real interconnect?

A: The resistivity, atomic volume and temperature are of the order met in accelerated tests of copper lines. $D$, $B$, $\sigma_c$ and $L_c$ vary widely with interfaces, dielectric and geometry; I chose round values, and the hours above inherit that choice. A real line can also break the stress-free start, since cooling from processing can leave tension. The last case shows how much this can matter: its 100 MPa equals $\sigma_c$, so it is the limit in which nucleation takes no time. Between zero tension and that limit, $n$ at 1 MA/cm$^2$ goes from 1.30 to 0.54. A line shorter than four or five diffusion lengths $\sqrt{\kappa t_f}$ also feels its far end, and back stress raises the exponent: at 1 MA/cm$^2$ an 80 $\mu$m line, 2.6 such lengths long, already has $n=1.48$ instead of 1.30. A short line also has a second threshold. Once the void is open the steady state is $\sigma=-Gx$, so the void stops at length $G\ell^2/2B$, and failure needs $\ell>\sqrt{2BL_c/G}$. At 4 MA/cm$^2$ this is 19.4 $\mu$m, longer than the 12.5 $\mu$m needed for nucleation. Current can heat the line as well, and the fixed-temperature exponent then no longer describes the raw data.

Q: So for a long line, initially free of stress and held at fixed temperature, I should treat a fitted $n$ as a property of the test window.

A: Yes, and before carrying it to another current, estimate $\Lambda$ there. In this example $t_n=L_c/v$ at 0.65 MA/cm$^2$, where $n=1.48$. Tests above that current and service below it lie on different parts of the curve. The remaining digits are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
temperature 573 K; resistivity 3.0e-08 ohm m
atomic volume 1.20e-29 m^3; charge number 1
modulus B 30 GPa; critical stress 100 MPa
critical void 0.10 um; line 1000 um
atomic diffusivity D 1.0e-16 m^2/s
stress diffusivity kappa 4.551e-15 m^2/s
G at 1 MA/cm^2: 4.005 MPa/um
drift speed at 1 MA/cm^2: 6.076e-13 m/s
j = 0.2 MA/cm^2: Lambda 0.306, r 0.0557
  t_n 747.07 h, L_c/v 228.60 h, sum 975.67 h
  life: formula 788.68 h, model 788.66 h
  n: formula 1.898, model 1.898, simple sum 1.766
j = 0.5 MA/cm^2: Lambda 0.765, r 0.3011
  t_n 119.53 h, L_c/v 91.44 h, sum 210.97 h
  life: formula 155.52 h, model 155.52 h
  n: formula 1.603, model 1.603, simple sum 1.567
j = 1.0 MA/cm^2: Lambda 1.530, r 0.9068
  t_n 29.88 h, L_c/v 45.72 h, sum 75.60 h
  life: formula 56.98 h, model 56.98 h
  n: formula 1.304, model 1.304, simple sum 1.395
j = 2.0 MA/cm^2: Lambda 3.060, r 2.3182
  t_n 7.47 h, L_c/v 22.86 h, sum 30.33 h
  life: formula 24.79 h, model 24.79 h
  n: formula 1.120, model 1.120, simple sum 1.246
j = 4.0 MA/cm^2: Lambda 6.120, r 5.2978
  t_n 1.87 h, L_c/v 11.43 h, sum 13.30 h
  life: formula 11.76 h, model 11.76 h
  n: formula 1.043, model 1.043, simple sum 1.140
t_n = L_c/v at j = 0.654 MA/cm^2; n there 1.481
largest (simple sum)/(true life): 1.361 at r = 0.405
void share from stored tension at 1 MA/cm^2: 40.7 %
n at 1 MA/cm^2 with tenfold D: 1.304
fitted n over 1, 2, 4 MA/cm^2: 1.138
life at 0.2 MA/cm^2, line model: 788.7 h
  forecast by fitted n: 350.7 h, ratio to model 0.445
  forecast by n = 2: 2551.7 h, ratio to model 3.235
  forecast by A/j^2 + B/j: 550.8 h, ratio to model 0.698
sqrt(kappa t_f) at 0.2 MA/cm^2: 113.7 um
threshold length at 1 MA/cm^2: 49.93 um
55 um line, 1 MA/cm^2: nucleation n 4.54, life n 3.00
existing void, 100 MPa tension, 1 MA/cm^2: life 17.01 h, n 0.542
\end{verbatim}
